# Energy-weighted median of Rutherford recoils: a program that tests the result

```python
"""
Result under test: for Coulomb (Rutherford) collisions, half of the energy
given to primary recoils between T_LOW and T_HIGH belongs to recoils
below sqrt(T_LOW*T_HIGH). T_HIGH is the head-on recoil energy.

Symbols: Z1, M1 = ion charge number and mass; Z2, M2 = target values;
E = ion laboratory energy; E_CM = centre-of-mass energy;
B = Z1*Z2/E_CM = head-on closest approach; p = impact parameter.
Collision calculations use atomic units; printed values use eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
MASS_UNIT = const.atomic_mass / const.m_e

# Example inputs: threshold, dose and electronic loss are rough typical values.
T_LOW_EV, T_HIGH_EV = 15.0, 15000.0
Z1, Z2 = 1, 14
SILICON_MASS_U = 28.0855
DOSE_CM2 = 5e16
LAYER_ANGSTROM = 100.0
ELECTRONIC_LOSS = 12.0

M1 = const.m_p / const.m_e
M2 = SILICON_MASS_U * MASS_UNIT
T_LOW, T_HIGH = T_LOW_EV / HARTREE, T_HIGH_EV / HARTREE
E = T_HIGH * (M1 + M2)**2 / (4 * M1 * M2)
E_CM = E * M2 / (M1 + M2)
B = Z1 * Z2 / E_CM
SPEED = np.sqrt(2 * E / M1)

# Screening function = sum of coefficient * exp(-rate*r).
SCREEN_LENGTH = 0.88534 / (Z1**0.23 + Z2**0.23)
COULOMB = (np.array([1.0]), np.array([0.0]))
UNIVERSAL = (np.array([0.18175, 0.50986, 0.28022, 0.02817]),
             np.array([3.19980, 0.94229, 0.40290, 0.20162])
             / SCREEN_LENGTH)
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2


def recoil_from_integral(p, screen):
    """Recoil energy from the classical scattering-angle integral."""
    coefficient, rate = screen

    def radial(r):
        phi = np.exp(-np.multiply.outer(r, rate)) @ coefficient
        return 1 - B * phi / r - (p / r)**2

    nearest = brentq(radial, 1e-3 * B, 1.01 * (p + B),
                     xtol=1e-18, rtol=1e-14)
    r = nearest / (1 - nodes**2)
    integral = np.sum(weights * nodes / np.sqrt(radial(r)))
    angle = np.pi - 4 * p / nearest * integral
    return T_HIGH * np.sin(angle / 2)**2


def recoil_from_motion(p, screen):
    """Recoil energy from Newton's equations for both particles."""
    coefficient, rate = screen
    start = 1e4 * B

    def motion(_, state):
        dx, dy = state[0] - state[2], state[1] - state[3]
        r = np.hypot(dx, dy)
        terms = coefficient * np.exp(-rate * r)
        force = Z1 * Z2 * np.sum(terms * (1 / r**2 + rate / r))
        fx, fy = force * dx / r, force * dy / r
        return [*state[4:], fx / M1, fy / M1, -fx / M2, -fy / M2]

    initial = [-start, p, 0, 0, SPEED, 0, 0, 0]
    solution = solve_ivp(motion, (0, 2 * start / SPEED), initial,
                         method="DOP853", rtol=1e-10, atol=1e-13,
                         max_step=0.02)
    assert solution.success
    return 0.5 * M2 * np.sum(solution.y[6:8, -1]**2)


def sum_over_beam(screen):
    """Sum recoil energy over beam area, without assuming a recoil spectrum."""
    x = np.linspace(0, 7.3, 301)
    p = B / 2 * np.sqrt(np.expm1(x))
    recoil = np.array([recoil_from_integral(value, screen) for value in p])
    log_recoil = CubicSpline(x, np.log(recoil))
    area_factor = np.pi * (B / 2)**2
    energy = CubicSpline(x, recoil * area_factor * np.exp(x)).antiderivative()

    def locate(t):
        return brentq(lambda y: log_recoil(y) - np.log(t), 0, x[-1])

    cut = locate(T_LOW)
    total = float(energy(cut))
    half = brentq(lambda y: energy(y) - total / 2, 0, cut)
    edges = [cut, locate(10 * T_LOW), locate(100 * T_LOW), 0]
    shares = [float(energy(edges[i]) - energy(edges[i + 1])) / total
              for i in range(3)]
    return dict(median=float(np.exp(log_recoil(half))), total=total,
                area=area_factor * np.expm1(cut),
                above=np.expm1(half) / np.expm1(cut), shares=shares,
                p_cut=B / 2 * np.sqrt(np.expm1(cut)))


def weighted_median(weight, low, high):
    """Median of a non-negative weight per unit recoil energy, in eV."""
    y = np.linspace(np.log(low), np.log(high), 20001)
    t = np.exp(y)
    total = cumulative_trapezoid(weight(t) * t, y, initial=0)
    median = np.exp(np.interp(total[-1] / 2, total, y))

    def integrand(z):
        return float(weight(np.exp(z)) * np.exp(z))

    left = quad(integrand, y[0], np.log(median), limit=200)[0]
    right = quad(integrand, np.log(median), y[-1], limit=200)[0]
    assert abs(left / right - 1) < 1e-4
    return median


# Direct motion tests the kinematics and the Coulomb orbit together.
# Finite starting distance causes relative errors of order 1e-4.
motion_results = []
for ratio in (0.3, 2.8, 15.8):
    direct = recoil_from_motion(ratio * B, COULOMB)
    formula = T_HIGH / (1 + (2 * ratio)**2)
    assert abs(direct / formula - 1) < 1e-3
    motion_results.append((ratio, direct * HARTREE, formula * HARTREE))
screened_direct = recoil_from_motion(10 * B, UNIVERSAL)
screened_integral = recoil_from_integral(10 * B, UNIVERSAL)
assert abs(screened_direct / screened_integral - 1) < 1e-3

# Beam sums test the spectrum and its energy median.
beam = sum_over_beam(COULOMB)
R = T_HIGH / T_LOW
C = np.pi * (Z1 * Z2)**2 * M1 / (M2 * E)
median = np.sqrt(T_LOW * T_HIGH)
cross_section = C * (1 / T_LOW - 1 / T_HIGH)
energy_moment = C * np.log(R)
mean = T_LOW * np.log(R) / (1 - 1 / R)
above = 1 / (1 + np.sqrt(R))
for computed, expected in ((beam["median"], median),
                           (beam["area"], cross_section),
                           (beam["total"], energy_moment),
                           (beam["total"] / beam["area"], mean),
                           (beam["above"], above)):
    assert abs(computed / expected - 1) < 1e-5
assert np.allclose(beam["shares"], 1 / 3, atol=1e-5)

flat_median = weighted_median(lambda t: t, T_LOW_EV, T_HIGH_EV)
flat_formula = np.sqrt((T_LOW_EV**2 + T_HIGH_EV**2) / 2)
assert abs(flat_median / flat_formula - 1) < 1e-5
number_median = weighted_median(lambda t: t**-2, T_LOW_EV, T_HIGH_EV)

# Size effects left out of the bare-Coulomb energy median.
screened = sum_over_beam(UNIVERSAL)
lindhard_length = (9 * np.pi**2 / 128)**(1 / 3) / (np.sqrt(2) * Z2**(1 / 3))
lindhard_energy = 2 * Z2**2 / lindhard_length * HARTREE
loss_factor = 0.1337 * Z2**(1 / 6) * np.sqrt(Z2 / SILICON_MASS_U)


def damage_energy(t):
    e = t / lindhard_energy
    g = 3.4008 * e**(1 / 6) + 0.40244 * e**0.75 + e
    return t / (1 + loss_factor * g)


def displacements(t):
    return np.maximum(1, 0.8 * damage_energy(t) / (2 * T_LOW_EV))


damage_median = weighted_median(lambda t: damage_energy(t) / t**2,
                                T_LOW_EV, T_HIGH_EV)
displacement_median = weighted_median(lambda t: displacements(t) / t**2,
                                      T_LOW_EV, T_HIGH_EV)
test_t = np.geomspace(T_LOW_EV, T_HIGH_EV, 200)
assert np.all(np.diff(damage_energy(test_t) / test_t) < 0)
assert displacement_median < damage_median < median * HARTREE
threshold_medians = [weighted_median(lambda t: 1 / t, low, T_HIGH_EV)
                     for low in (10, 30)]
layer_loss = ELECTRONIC_LOSS * LAYER_ANGSTROM
exit_high = T_HIGH_EV * (1 - layer_loss / (E * HARTREE))
exit_median = weighted_median(lambda t: 1 / t, T_LOW_EV, exit_high)
half_energy_median = weighted_median(lambda t: 1 / t,
                                     T_LOW_EV, T_HIGH_EV / 2)
rest_energy = const.m_p * const.c**2 / const.e
nuclear_radius = 1.2e-5 * SILICON_MASS_U**(1 / 3)
reduced_mass = M1 * M2 / (M1 + M2)
smallest_angle = 2 * np.arcsin(np.sqrt(T_LOW / T_HIGH))
classical_ratio = reduced_mass * SPEED * beam["p_cut"] * smallest_angle
dose_angstrom2 = DOSE_CM2 * 1e-16

print(f"Lower recoil limit: {T_LOW_EV:.0f} eV")
print(f"Upper recoil limit: {T_HIGH_EV:.0f} eV")
print(f"Proton mass: {const.m_p / const.atomic_mass:.5f} u")
print(f"Silicon mass: {SILICON_MASS_U:.4f} u")
print(f"Proton energy: {E * HARTREE:.0f} eV")
print(f"Centre-of-mass energy: {E_CM * HARTREE:.0f} eV")
print(f"Head-on closest approach b: {B * BOHR:.6f} angstrom")
for ratio, direct, formula in motion_results:
    print(f"Recoil at p/b={ratio}: motion {direct:.3f},"
          f" formula {formula:.3f} eV")
print(f"Energy median, formula: {median * HARTREE:.2f} eV")
print(f"Energy median, beam sum: {beam['median'] * HARTREE:.2f} eV")
print(f"Logarithm of limit ratio: {np.log(R):.4f} (no unit)")
for label, share in zip(("15-150", "150-1500", "1500-15000"), beam["shares"]):
    print(f"Energy share {label} eV: {100 * share:.2f} percent")
print(f"Recoils above energy median: {100 * beam['above']:.2f} percent")
print(f"Number median: {number_median:.2f} eV")
print(f"Mean recoil energy: {mean * HARTREE:.2f} eV")
print(f"Energy median of flat spectrum: {flat_median:.0f} eV")
print(f"Spectrum constant C: {C * HARTREE * BOHR**2:.5f} eV angstrom^2")
print(f"Recoil cross-section: {cross_section * BOHR**2:.6f} angstrom^2")
print(f"Energy moment: {energy_moment * HARTREE * BOHR**2:.4f}"
      " eV angstrom^2")
print(f"Dose (rough): {DOSE_CM2:.1e} per cm^2")
print(f"Recoil energy at dose: "
      f"{dose_angstrom2 * energy_moment * HARTREE * BOHR**2:.3f} eV/atom")
print(f"Recoils at dose: "
      f"{dose_angstrom2 * cross_section * BOHR**2:.4f} per atom")
print(f"Largest impact parameter: {beam['p_cut'] * BOHR:.4f} angstrom")
print(f"Screening length: {SCREEN_LENGTH * BOHR:.4f} angstrom")
print(f"Screened recoil at p/b=10, motion: "
      f"{screened_direct * HARTREE:.3f} eV")
print(f"Screened recoil at p/b=10, integral: "
      f"{screened_integral * HARTREE:.3f} eV")
print(f"Screened energy median: {screened['median'] * HARTREE:.2f} eV")
print(f"Screened/bare cross-section: "
      f"{screened['area'] / beam['area']:.4f} (no unit)")
for t in (T_LOW_EV, median * HARTREE, T_HIGH_EV):
    print(f"Damage-energy share at {t:.0f} eV: "
          f"{100 * damage_energy(t) / t:.1f} percent")
print(f"Damage-energy median: {damage_median:.1f} eV")
print(f"Displacement-count median: {displacement_median:.1f} eV")
print(f"Energy median, threshold 10 eV: {threshold_medians[0]:.1f} eV")
print(f"Energy median, threshold 30 eV: {threshold_medians[1]:.1f} eV")
print(f"Layer thickness: {LAYER_ANGSTROM:.0f} angstrom")
print(f"Electronic loss (rough): {ELECTRONIC_LOSS:.0f} eV/angstrom")
print(f"Ion energy loss in layer: {layer_loss:.0f} eV")
print(f"Energy median at layer exit: {exit_median:.1f} eV")
print(f"Energy median at half ion energy: {half_energy_median:.1f} eV")
print(f"Ion energy/rest energy: {E * HARTREE / rest_energy:.2e} (no unit)")
print(f"Nuclear radius (rough): {nuclear_radius:.1e} angstrom")
print(f"Angular momentum times angle at 15 eV: "
      f"{classical_ratio:.1f} hbar")
print("no test failed")
```

Printed output:

```
Lower recoil limit: 15 eV
Upper recoil limit: 15000 eV
Proton mass: 1.00728 u
Silicon mass: 28.0855 u
Proton energy: 112194 eV
Centre-of-mass energy: 108310 eV
Head-on closest approach b: 0.001861 angstrom
Recoil at p/b=0.3: motion 11029.119, formula 11029.412 eV
Recoil at p/b=2.8: motion 463.490, formula 463.535 eV
Recoil at p/b=15.8: motion 15.005, formula 15.007 eV
Energy median, formula: 474.34 eV
Energy median, beam sum: 474.34 eV
Logarithm of limit ratio: 6.9078 (no unit)
Energy share 15-150 eV: 33.33 percent
Energy share 150-1500 eV: 33.33 percent
Energy share 1500-15000 eV: 33.33 percent
Recoils above energy median: 3.07 percent
Number median: 29.97 eV
Mean recoil energy: 103.72 eV
Energy median of flat spectrum: 10607 eV
Spectrum constant C: 0.04081 eV angstrom^2
Recoil cross-section: 0.002718 angstrom^2
Energy moment: 0.2819 eV angstrom^2
Dose (rough): 5.0e+16 per cm^2
Recoil energy at dose: 1.410 eV/atom
Recoils at dose: 0.0136 per atom
Largest impact parameter: 0.0294 angstrom
Screening length: 0.1653 angstrom
Screened recoil at p/b=10, motion: 34.842 eV
Screened recoil at p/b=10, integral: 34.842 eV
Screened energy median: 526.79 eV
Screened/bare cross-section: 0.8881 (no unit)
Damage-energy share at 15 eV: 88.2 percent
Damage-energy share at 474 eV: 80.6 percent
Damage-energy share at 15000 eV: 66.6 percent
Damage-energy median: 381.9 eV
Displacement-count median: 247.6 eV
Energy median, threshold 10 eV: 387.3 eV
Energy median, threshold 30 eV: 670.8 eV
Layer thickness: 100 angstrom
Electronic loss (rough): 12 eV/angstrom
Ion energy loss in layer: 1200 eV
Energy median at layer exit: 471.8 eV
Energy median at half ion energy: 335.4 eV
Ion energy/rest energy: 1.20e-04 (no unit)
Nuclear radius (rough): 3.6e-05 angstrom
Angular momentum times angle at 15 eV: 13.2 hbar
no test failed
```
